# Transient-Localization Mobility from a Relaxation-Time Ansatz in a Disordered Chain, part 1

(Sections cited here and not found follow in the second part.)

## 1. From frozen disorder to a finite mobility

A carrier in a one-dimensional lattice with frozen disorder spreads for a while and then practically stops. Its long-time diffusivity is zero, and so is the mobility computed from it. The opposite shortcut, a Drude formula with band velocities and the time scale of the lattice as scattering time, ignores the action of the disorder on the carrier within that time. For the crystal-like parameters of Section 2 it gives 278 cm²/Vs, while the theory derived here gives about 10 cm²/Vs. The first approach lacks the finite time for which the disorder looks frozen; the second lacks both the scattering by the disorder, which is much faster than the lattice motion, and the localization that follows within that time.

### Model and velocity

Independent carriers with charge of magnitude \(e\) move along \(x\) on sites of spacing \(a\):

\[
H=-\sum_i J_i\left(|i\rangle\langle i+1|+|i+1\rangle\langle i|\right),\qquad X=a\sum_i i\,|i\rangle\langle i| . \tag{1}
\]

The transfer integrals \(J_i\) vary from bond to bond because the molecules vibrate. The velocity operator is \(V=dX/dt=(i/\hbar)[H,X]\). Since \(X\) is diagonal, its element between neighbours is

\[
V_{i,i+1}=\frac{i}{\hbar}H_{i,i+1}(x_{i+1}-x_i)=-\frac{i a J_i}{\hbar},\qquad V_{i+1,i}=+\frac{i a J_i}{\hbar}. \tag{2}
\]

For eigenstates of energies \(E_n\), write \(\omega_{nm}=(E_n-E_m)/\hbar\). The commutator then gives

\[
V_{nm}=i\omega_{nm}X_{nm}. \tag{3}
\]

### Mobility as a response

The first steps hold for any time-independent Hamiltonian in thermal equilibrium. For the real crystal, \(H\) in this subsection means the full Hamiltonian of carrier and lattice, and \(n\) labels its eigenstates. Carriers are so dilute that their weights are \(p_n=e^{-E_n/kT}/Z\).

At \(t=0\) a constant force \(F\) is switched on, so that \(H\to H-FX\). To first order in \(F\), the change of the density operator \(\rho\) obeys

\[
\frac{d\,\delta\rho}{dt}=-\frac{i}{\hbar}[H,\delta\rho]+\frac{iF}{\hbar}[X,\rho].
\]

The solution with \(\delta\rho(0)=0\) is the source term carried forward by \(H\). The mean velocity is therefore

\[
v(t)=\mathrm{Tr}(V\delta\rho)=F\int_0^t K(s)\,ds,\qquad K(s)=\frac{i}{\hbar}\mathrm{Tr}\left(V(s)[X,\rho]\right), \tag{4}
\]

where \(V(s)=e^{iHs/\hbar}Ve^{-iHs/\hbar}\). In eigenstates, \([X,\rho]_{mn}=X_{mn}(p_n-p_m)\), and (3) gives \(X_{mn}=V_{mn}/(i\omega_{mn})\). The two factors of \(i\) cancel:

\[
K(s)=\sum_{nm}\frac{p_n-p_m}{E_m-E_n}|V_{nm}|^2\cos\omega_{nm}s . \tag{5}
\]

The exponential \(e^{i\omega_{nm}s}\) has become a cosine because its coefficient is unchanged when \(n\) and \(m\) are exchanged.

For Boltzmann weights,

\[
p_n-p_m=(p_n+p_m)\tanh\frac{E_m-E_n}{2kT}. \tag{6}
\]

It is useful to compare \(K\) with the symmetrized velocity correlation

\[
C_+(t)=\langle V(t)V(0)+V(0)V(t)\rangle=\sum_{nm}(p_n+p_m)|V_{nm}|^2\cos\omega_{nm}t . \tag{7}
\]

Inserting (6) in (5) gives

\[
K(s)=\frac{1}{2kT}\sum_{nm}(p_n+p_m)\,g(\omega_{nm})|V_{nm}|^2\cos\omega_{nm}s,\qquad g(\omega)=\frac{\tanh(\hbar\omega/2kT)}{\hbar\omega/2kT}. \tag{8}
\]

The steady velocity needs the integral over all times. Integration to a time \(t\) turns each cosine into \(\sin(\omega t)/\omega\), which for large \(t\) concentrates at \(|\omega|\lesssim 1/t\). There \(g\to1\). This step assumes that the system is made large before \(t\) goes to infinity and that its spectrum is continuous near zero frequency. With \(F=e\mathcal E\) for a field \(\mathcal E\), and \(\mu=v/\mathcal E\),

\[
\mu=e\int_0^\infty K(s)\,ds=\frac{eD}{kT},\qquad D=\frac12\int_0^\infty C_+(t)\,dt . \tag{9}
\]

### The same correlation measures spreading

Let \(\Delta X(t)=X(t)-X(0)=\int_0^tV(s)\,ds\). Differentiating its square, and keeping the order of the operators, gives

\[
\frac{d}{dt}\langle\Delta X^2\rangle=\int_0^t\langle V(t)V(s)+V(s)V(t)\rangle\,ds=\int_0^tC_+(u)\,du . \tag{10}
\]

In the last step \(u=t-s\), and the correlation depends on the difference of the two times because \(\rho\) commutes with \(H\). A second derivative gives

\[
\frac{d^2}{dt^2}\langle\Delta X^2\rangle=C_+(t). \tag{11}
\]

Thus \(D\) in (9) is half the long-time growth rate of the mean square displacement, which is what a diffusivity should be.

### Frozen disorder and the ansatz

Now let the bonds be frozen, and denote quantities for this case by a subscript 0. From here on \(H\) is again the carrier Hamiltonian (1) for one set of bonds. For a classical lattice, the joint equilibrium of bonds and carrier gives a state \(n\) in a given configuration the weight \(e^{-E_n/kT}\), multiplied by the probability of that configuration without the carrier. The normalization \(Z\) is consequently summed over the whole ensemble, and configurations with low-lying states count more. All averages below are of this kind.

The frozen spread is

\[
S_0(t)=\langle[X(t)-X(0)]^2\rangle_0,\qquad S_0''(t)=C_{0+}(t),\qquad S_0(0)=S_0'(0)=0 . \tag{12}
\]

The second relation is (11), and \(S_0'(0)=0\) follows from (10). If the states are localized and the average of their squared widths is finite, \(S_0\) remains bounded. Then \(S_0/2t\to0\), and frozen disorder alone gives no mobility. With disorder in the bonds alone, the localization length grows without bound toward the middle of the band. For the parameters of Section 2 these states lie about \(2J=7.7\,kT\) above the band bottom at 300 K and have little weight.

In the real crystal the bonds keep changing, and a carrier cannot retrace its path through a lattice that has changed in the meantime. The relaxation-time ansatz describes this loss of memory by one time \(\tau\):

\[
C_+(t)=C_{0+}(t)\,e^{-t/\tau},\qquad t\ge0 . \tag{13}
\]

This is an assumption about the moving lattice. The motion of the carrier on frozen bonds supplies \(C_{0+}\), but neither the exponential nor the value of \(\tau\).

Put (13) into (9), use (12), and integrate by parts. The boundary term contains \(S_0'\), which vanishes at zero and is suppressed by the exponential at infinity:

\[
D=\frac12\int_0^\infty e^{-t/\tau}S_0''\,dt=\frac1{2\tau}\int_0^\infty e^{-t/\tau}S_0'\,dt . \tag{14}
\]

A second integration by parts has a boundary term with \(S_0\), which vanishes for the same reasons. It gives

\[
D=\frac1{2\tau^2}\int_0^\infty e^{-t/\tau}S_0\,dt=\frac{L^2(\tau)}{2\tau},\qquad L^2(\tau)=\frac1\tau\int_0^\infty e^{-t/\tau}S_0(t)\,dt . \tag{15}
\]

With (9) the mobility is

\[
\boxed{\;\mu=\frac{e\,L^2(\tau)}{2kT\,\tau}\;} \tag{16}
\]

The length \(L\) is the root-mean-square distance covered in frozen disorder when the time is drawn from the distribution \(e^{-t/\tau}/\tau\). Equation (15) is the diffusivity of a random walk that makes independent steps of mean square \(L^2\) at the rate \(1/\tau\). The factor 2 in the denominator belongs to motion along one direction, so \(L^2\) must be the spread along that direction too.

### Evaluation in eigenstates

The time integral can be done once for all pairs of states. Exchanging labels in (7) gives \(C_{0+}=2\sum p_n|V_{nm}|^2\cos\omega_{nm}t\), and

\[
\int_0^\infty e^{-t/\tau}\cos\omega t\,dt=\frac{\tau}{1+\omega^2\tau^2}.
\]

Since \(L^2=2\tau D\),

\[
L^2(\tau)=2\sum_{nm}p_n|V_{nm}|^2\frac{\tau^2}{1+\omega_{nm}^2\tau^2}. \tag{17}
\]

For an open chain, (3) turns this into

\[
L^2(\tau)=2\sum_{nm}p_n|X_{nm}|^2\frac{\omega_{nm}^2\tau^2}{1+\omega_{nm}^2\tau^2}. \tag{18}
\]

Form (17) also serves on a closed ring, where a position operator is not single-valued but the velocity (2) is well defined. The ring must be much longer than \(L\).

Each term in (18) grows with \(\tau\), so \(L\) never decreases when the disorder stays frozen longer. The mobility behaves differently. Differentiating \(D=\sum p_n|V_{nm}|^2\tau/(1+\omega_{nm}^2\tau^2)\) gives

\[
\frac{d\ln\mu}{d\ln\tau}=\left\langle\!\left\langle\frac{1-\omega^2\tau^2}{1+\omega^2\tau^2}\right\rangle\!\right\rangle , \tag{19}
\]

where the double bracket is the average over pairs weighted by their contributions to \(D\). The slope lies between \(+1\) and \(-1\). The contribution of a pair of states to the mobility grows with \(\tau\) while \(|\omega|\tau<1\), and shrinks afterwards.

### The two limits

**Weak localization effects.** If all relevant \(|\omega_{nm}|\tau\ll1\), (17) becomes \(L^2=2\langle V^2\rangle\tau^2\), and (16) becomes the Drude formula

\[
\mu=\frac{e\tau\langle V^2\rangle}{kT}. \tag{20}
\]

For a clean chain this holds at any \(\tau\), because \(V\) commutes with \(H\) and connects states of equal energy. Formula (16) therefore does not presuppose localization. In the clean case, \(E=-2J\cos\theta\) with \(\theta\) the wave number times \(a\), and the velocity is \((2Ja/\hbar)\sin\theta\). Let \(z=2J/kT\). One integration by parts gives

\[
\int_{-\pi}^{\pi}\sin^2\theta\,e^{z\cos\theta}d\theta=\frac1z\int_{-\pi}^{\pi}\cos\theta\,e^{z\cos\theta}d\theta=\frac{2\pi I_1(z)}{z}.
\]

The normalization is \(2\pi I_0(z)\), with \(I_0\) and \(I_1\) modified Bessel functions. Hence

\[
\langle V^2\rangle=\left(\frac{2Ja}{\hbar}\right)^2\frac{I_1(z)}{z\,I_0(z)} . \tag{21}
\]

**Saturated localization.** If the relevant \(|\omega_{nm}|\tau\gg1\), the fraction in (18) tends to 1 for \(n\ne m\). Completeness, \(\sum_m|X_{nm}|^2=\langle n|X^2|n\rangle\), then gives

\[
L^2(\infty)=2\sum_np_n\left(\langle n|X^2|n\rangle-\langle n|X|n\rangle^2\right). \tag{22}
\]

This is twice the mean position variance of the eigenstates. For a state with density proportional to \(e^{-2|x|/\xi}\), the variance is \(\xi^2/2\), so a collection of such states has \(L(\infty)=\xi\). At finite \(\tau\), or for other shapes, \(L\) is not the decay length of a wave function. The law \(\mu\propto1/\tau\) follows from (16) once \(L\) has stopped growing.

### What the exponential contributes

The saturated law depends on the form of the ansatz, beyond the existence of a memory time. A correlation damped by \(e^{-|t|/\tau}\) has a cusp at \(t=0\), and the cusp produces the slow \(1/\omega^2\) tail in (17). Through this tail, pairs of states far apart in energy contribute to a zero-frequency quantity. If the damping were instead \(e^{-t^2/2\tau^2}\), the time integral would be

\[
\int_0^\infty e^{-t^2/2\tau^2}\cos\omega t\,dt=\sqrt{\frac{\pi}{2}}\,\tau\,e^{-\omega^2\tau^2/2},
\]

and pairs with \(|\omega|\tau\gg1\) would contribute almost nothing.

A second choice is hidden in (13). One could damp the response function \(K\) in place of \(C_+\). By (8) this inserts \(g(\omega_{nm})\) in every term of (17):

\[
L_K^2(\tau)=2\sum_{nm}p_n\,g(\omega_{nm})|V_{nm}|^2\frac{\tau^2}{1+\omega_{nm}^2\tau^2}. \tag{23}
\]

Since \(g\le1\), this mobility is never the larger one. The undamped zero-frequency limits of the two functions agree by (9), but damping mixes frequencies, and the agreement is lost unless the contributing pairs satisfy \(\hbar|\omega|\ll kT\). The difference between (17) and (23) measures an ambiguity of the theory.

## 2. The localization length and mobility of a molecular chain

The quantities needed from Section 1 are these. A chain of spacing \(a\) has transfer integrals \(J_i\), velocity operator \(V\), eigenfrequency differences \(\omega_{nm}\) and Boltzmann weights \(p_n\), normalized over the disorder ensemble. The disorder keeps its memory for a time \(\tau\). The transient length \(L(\tau)\) is given by (17), and the mobility by \(\mu=eL^2/(2kT\tau)\), equation (16). The frozen spread is \(S_0(t)\), and \(D\) denotes a diffusivity.

This part has derived the mobility formula (16) from linear response and the relaxation-time ansatz, and has shown its limits and its dependence on the form of damping. What remains is to evaluate it for a molecular chain with rubrene-like parameters and to compare the ansatz with carriers on explicitly moving bonds.
